Negative Differential Mobility and Population Sensitivity in a Two-Valley Electron Model

Suppose a rising electric field moves electrons from a fast conduction valley to a slow one. It is tempting to conclude that the drift velocity must then fall. The conclusion is wrong. In a model case worked out below, the slow valley has one twenty-fifth of the mobility of the fast one, and its share of the electrons grows from 39% to 96%, yet the velocity rises throughout. What matters is how steeply the population responds to the field, since the same increase of field that causes the transfer also speeds up the electrons in both valleys.

**Setting and conventions**

A uniform, static field of magnitude F > 0 acts on electrons of fixed total density n. Valley 1 holds density n1 with mobility μ1, and valley 2 holds n2 with the lower mobility μ2. Drift speeds are counted positive along the force on an electron, so the current density has magnitude env, where e > 0 is the elementary charge and v the mean drift speed. Diffusion, trapping, ionization and transients are left out. Define

r = μ2/μ1, 0 < r < 1,
p = n2/n, R = n2/n1,
s = d ln R/d ln F = (F/R) dR/dF.

Both populations are positive and vary smoothly with F. The differential mobility is dv/dF; the ordinary mobility v/F stays positive even where dv/dF is negative.

**Theorem 1 (required sensitivity)**

Let μ1 and μ2 be independent of F. Then dv/dF < 0 at a given field if and only if the slow-valley fraction satisfies

F dp/dF > 1/(1−r) − p. (1)

An equivalent condition on the population ratio is

s > S(R), S(R) = (1+R)(1+rR)/[(1−r)R]. (2)

For every R > 0,

S(R) ≥ S_min = (1+√r)/(1−√r), (3)

with equality at R = 1/√r. Hence s > S_min is necessary at any field where the differential mobility is negative, while s > S(R), taken at the actual population, is both necessary and sufficient.

**Lemma 1 (mean velocity)**

v = μ1F[1 − (1−r)p] = μ1F(1+rR)/(1+R). (4)

Proof. The currents of the two valleys add, so nv = n1μ1F + n2μ2F. Dividing by n, with n1/n = 1−p and μ2 = rμ1, gives v = μ1F[(1−p) + rp], which is the first form. Since n = n1(1+R), we have p = R/(1+R) and 1−p = 1/(1+R). Inserting these gives the second form. ∎

**Proof of Theorem 1**

The product rule applied to the first form of (4) gives

dv/dF = μ1[1 − (1−r)p] − μ1F(1−r) dp/dF.

The first term is the extra speed at fixed populations. The second is the loss caused by transfer. The sum is negative when (1−r)F dp/dF > 1 − (1−r)p. Division by the positive number 1−r gives (1).

To pass to R, use dp/dR = 1/(1+R)² and F dR/dF = sR:

F dp/dF = sR/(1+R)².

The right side of (1) becomes

1/(1−r) − R/(1+R) = [1+R − (1−r)R]/[(1−r)(1+R)]
= (1+rR)/[(1−r)(1+R)].

Multiplying both sides of (1) by the positive factor (1+R)²/R gives (2).

For the bound, expand the product in S and complete a square:

(1−r)S = 1/R + 1 + r + rR
= [1/√R − √(rR)]² + 2√r + 1 + r
= [1/√R − √(rR)]² + (1+√r)².

The square vanishes when 1/√R = √(rR), that is, when R = 1/√r. Dividing by 1−r = (1−√r)(1+√r) gives (3). ∎

**Remark 1: the logarithmic slope**

Taking the logarithm of the second form of (4) and differentiating with respect to ln F gives

d ln v/d ln F = 1 + s[rR/(1+rR) − R/(1+R)].

Over a common denominator the bracket is R[r(1+R) − (1+rR)]/[(1+rR)(1+R)] = −(1−r)R/[(1+R)(1+rR)] = −1/S. Therefore

d ln v/d ln F = 1 − s/S(R). (5)

The ratio s/S measures how much of the velocity gain expected from the larger field is cancelled by transfer.

**Remark 2: two ways to state the sensitivity**

Dividing (1) by p gives the condition on the relative growth of the slow-valley population:

d ln p/d ln F > [1 − (1−r)p]/[(1−r)p].

As p approaches 1 this threshold falls to r/(1−r), which seems to make the effect easy to obtain. But F dp/dF = sR/(1+R)² also means d ln p/d ln F = s(1−p), so the available growth disappears as the fast valley empties. The ratio R keeps both facts in view. For R ≪ 1, S ≈ 1/[(1−r)R] is large because few electrons are slow. For R ≫ 1/r, S ≈ rR/(1−r) is large because the few remaining fast electrons carry little of the current.

As r → 0, S_min tends to 1: the ratio must still grow faster than the field itself. As r → 1, S_min diverges, since transfer between equally mobile valleys does not change the velocity.

**Remark 3: a power-law population**

Let R = (F/F0)^k, so that s = k at every field. Multiplying k > S(R) by (1−r)R and collecting terms gives

rR² + [1 + r − k(1−r)]R + 1 < 0.

The quadratic is positive at R = 0 and at large R. It is negative between two distinct positive roots when k(1−r) − (1+r) > 2√r, which is k > S_min. The product of the roots is 1/r. The velocity has a maximum at the smaller root and a minimum at the larger one.

For r = 0.04 and k = 2 the inequality reads 0.04R² − 0.88R + 1 < 0. Its roots are

R = (0.88 ± √0.6144)/0.08 = 1.20 and 20.8.

Since F/F0 = √R, the falling part extends from F/F0 = 1.10 to 4.56. Beyond it, v approaches rμ1F, the velocity of the slow valley alone, and rises again.

**Proposition 1 (field-dependent mobilities)**

Let a1 = d ln μ1/d ln F and a2 = d ln μ2/d ln F, and let r < 1 be the local ratio μ2/μ1. Then dv/dF < 0 if and only if

s > (1+R)[(1+a1) + rR(1+a2)]/[(1−r)R]. (6)

Proof. Write v = F(μ1+μ2R)/(1+R). In the numerator μ1 has logarithmic slope a1, and μ2R has slope a2+s. Weighting each slope by its share of the numerator gives

d ln v/d ln F = 1 + [a1 + rR(a2+s)]/(1+rR) − sR/(1+R)
= [(1+a1) + rR(1+a2)]/(1+rR) − s/S(R).

The terms in s were combined as in Remark 1. Requiring a negative result and multiplying by S gives (6). ∎

If a1 = a2 = a > −1, the requirement is (1+a)S. Mobilities that both fall as 1/√F thus halve it, and for r = 0.04 its least value drops from 1.5 to 0.75. If both exponents lie below −1, the right side of (6) is negative, and the velocity falls even with frozen populations. A falling velocity is therefore not by itself proof of intervalley transfer.

**A hot-electron model for the sensitivity**

Theorem 1 says what sensitivity is needed, not what a field produces. To obtain s, return to constant mobilities and assume parabolic valleys whose minima are separated by Δ > 0, with valley 2 higher. The electrons are nondegenerate and are described by Maxwellians with a common temperature and chemical potential. Let θ be Boltzmann's constant times the electron temperature, and θL its lattice value. There are N_i equivalent valleys of type i, each with density-of-states mass m_i.

**Lemma 2 (populations and energy)**

R = g exp(−Δ/θ), g = (N2/N1)(m2/m1)^(3/2), (7)

and the mean kinetic energy in either valley is 3θ/2.

Proof. The density in valley type i is proportional to N_i exp(−E_i/θ) times the Gaussian integral

∫d³k exp[−ħ²k²/(2m_iθ)] = (2πm_iθ/ħ²)^(3/2),

where E_i is the valley minimum and k the wavevector measured from it. The ratio of densities, with E2−E1 = Δ, is (7). With β = 1/θ the integral varies as β^(−3/2), and the mean kinetic energy is minus the derivative of its logarithm with respect to β, namely 3/(2β) = 3θ/2. ∎

Let the excess thermal energy relax to the lattice with one constant time τ. In the steady state, the power taken from the field per electron equals the power lost:

eFv = 3(θ−θL)/(2τ). (8)

The loss term counts only the excess kinetic energy. Leaving out the energy Δp held by electrons in the upper valley is a model choice, and Theorem 2 below depends on it. If Δ(p − p0), with p0 the zero-field fraction, is also let relax with τ, the velocity peak of the worked example moves from 14.3 to 27.8 kV/cm and its minimum from 48.5 to 95 kV/cm, while the lowest logarithmic slope of the second case falls from 0.22 to 0.005. Using one τ for all losses, including those in intervalley scattering, is a model assumption. So is the neglect of drift energy beside thermal energy.

**Theorem 2 (criterion in the hot-electron model)**

Each F > 0 determines one temperature θ > θL. With x = Δ(θ−θL)/θ²,

s = 2xS/(S+x), d ln v/d ln F = (S−x)/(S+x). (9)

Thus dv/dF < 0 if and only if x > S(R). A necessary condition is

Δ > 4θL(1+√r)/(1−√r). (10)

Proof. Let M = (1+rR)/(1+R), so that v = μ1FM. Equation (8) becomes

F² = 3(θ−θL)/(2eμ1τM).

Since dM/dR = −(1−r)/(1+R)² < 0 and R grows with θ, M falls as θ rises. The right side therefore increases steadily from zero. It grows without limit because M ≤ 1, so each field belongs to one temperature.

By Remark 1, d ln M/d ln R = −1/S, and (7) gives d ln R/dθ = Δ/θ². Differentiating the logarithm of F² yields

2 d ln F/dθ = 1/(θ−θL) + Δ/(Sθ²).

Multiplication by θ−θL turns the right side into 1 + x/S. Hence

s = (d ln R/dθ)/(d ln F/dθ)
= (Δ/θ²)·2(θ−θL)/(1+x/S)
= 2xS/(S+x).

Inserting this in (5) gives 1 − 2x/(S+x) = (S−x)/(S+x).

For the bound on Δ, use the identity

(θ−θL)/θ² = 1/(4θL) − (θ−2θL)²/(4θLθ²).

It shows that x ≤ Δ/(4θL), with equality at θ = 2θL. If x > S, then Δ/(4θL) ≥ x > S ≥ S_min, which is (10). ∎

The slope in (9) is greater than −1, so in this model v cannot fall as fast as 1/F. The reason is the energy balance: a higher field means hotter electrons, so the absorbed power eFv must increase. At very high temperature x tends to zero while S stays at or above S_min, and the velocity rises again.

**Remark 4: how good is the bound on Δ?**

The bound cannot be improved without information about g. If Δ exceeds it, the choice g = exp[Δ/(2θL)]/√r puts R = 1/√r at θ = 2θL. There S = S_min and x = Δ/(4θL) > S_min, so the slope is negative.

The bound is nevertheless not sufficient for arbitrary g. Because R < g, S exceeds 1/[(1−r)g], which is larger than any possible x when g is small enough. At the other extreme R ≥ g exp(−Δ/θL), and S > rR/(1−r) exceeds every possible x when g is large enough. In these extreme limits either too few electrons ever become slow or nearly all are slow from the start, but the effect is lost well before them. For r = 0.04, Δ = 0.50 eV and a lattice at 300 K it exists only for 11.6 < g < 5.4 × 10⁸. Just below the lower edge most electrons can still become slow, but only at temperatures where x has already fallen below S; at the upper edge 68% are slow at zero field.

**Worked example**

The following round parameters describe a model, not a particular material: μ1 = 1000 cm²/(V s), r = 0.04, m1 = 0.2 and m2 = 0.6 electron masses, N1 = 1, N2 = 6, Δ = 0.50 eV, τ = 1 ps and a lattice at 300 K. Then θL = 0.02585 eV and

g = 6 × 3^(3/2) = 31.18,
S_min = (1+0.2)/(1−0.2) = 1.5,
4θL S_min = 0.155 eV.

The chosen Δ satisfies (10). Solving (8) numerically for θ at each field, by bracketing its root, and searching for the maximum of v gives θ = 0.1198 eV, or about 1390 K. There

R = 31.18 exp(−0.5/0.1198) = 0.480, p = 0.324,
x = 0.5 × (0.1198−0.02585)/0.1198² = 3.27,
S = 1.480 × 1.0192/(0.96 × 0.480) = 3.27.

The equality x = S marks the peak, and (9) then gives s = S = 3.27. In terms of the fraction, F dp/dF = 1/0.96 − 0.324 = 0.717: a 1% increase of field moves about 0.7% of all electrons to the slow valley. Any greater sensitivity at this population would make the velocity fall.

With M = 1.0192/1.480 = 0.689 and θ/e in volts, the energy balance gives

F² = 3 × 0.09395/(2 × 0.1 × 10⁻¹² × 0.689) V²/m²,
F = 1.43 MV/m = 14.3 kV/cm.

Here μ1 was written as 0.1 m²/(V s). The peak velocity is μ1FM = 98.5 km/s, or 0.985 × 10⁷ cm/s.

The same search finds the following minimum at F = 48.5 kV/cm, where θ = 0.304 eV, p = 0.857 and v = 0.859 × 10⁷ cm/s. From peak to minimum the field grows by a factor 3.39, while the mean mobility v/F falls from 689 to 177 cm²/(V s), a factor 3.89. The velocity therefore falls by the factor 3.89/3.39 = 1.15, a drop of 13% relative to the peak.

Values at five fields show the competition. The derivatives are central differences of the numerical solution, and dv/dF is in cm²/(V s).

F (kV/cm) | p | s | S | dv/dF
5 | 0.0002 | 9.21 | 4280 | 998
15 | 0.358 | 3.08 | 2.97 | −23
25 | 0.658 | 1.99 | 1.71 | −61
50 | 0.863 | 1.49 | 1.51 | 2
100 | 0.938 | 1.00 | 1.78 | 44

The sensitivity is largest in the first row, yet the differential mobility there is almost μ1: a rapid relative change in a tiny population hardly affects the current. At 25 kV/cm, s is much smaller but exceeds the requirement, and (5) gives a logarithmic slope of −0.17 when the unrounded s and S are used. At 50 kV/cm, s lies just below S and the velocity has begun to rise. At 100 kV/cm it is 0.996 × 10⁷ cm/s, slightly above the earlier peak.

**A second case: transfer without negative differential mobility**

Change only the valley separation, to Δ = 0.10 eV. This is below the necessary 0.155 eV. Even without a field, R = 31.18 exp(−0.10/0.02585) = 0.65, so p = 0.39. At 100 kV/cm the numerical energy balance gives p = 0.96. This is the case described at the beginning.

Now x cannot exceed 0.10/(4 × 0.02585) = 0.967, whereas S cannot be less than 1.5. The slope in (9) decreases with x and increases with S, so

d ln v/d ln F ≥ (1.5−0.967)/(1.5+0.967) = 0.216.

The velocity rises at every field. The lowest slope found numerically between 1 and 100 kV/cm is 0.2165, close to the bound. The reason is that at θ = 2θL, where x is largest, R = 31.18 exp(−1.934) = 4.5, near the value 5 that minimizes S. Many electrons do move to the slow valley, but the small Δ makes the population ratio respond too gently to heating for the velocity to fall.

**Where the model becomes rough**

The neglect of drift energy can be judged from the ratio of ½m1(μ1F)² to 3θ/2 in the fast valley, with m1 also taken as the inertial mass. In the first case it is 0.065 at the velocity peak and 0.29 at the minimum. By this measure the peak is more consistent with the closure than the minimum, where the electron temperature is about 3500 K and the assumptions of parabolic valleys, constant mobilities and constant τ are also under greater strain. At 100 kV/cm the ratio reaches 0.55 in the first case and 0.71 in the second, with electron temperatures of about 8000 K and 6200 K. The values there illustrate the equations and are not predictions for a real material. In particular, the small excess of the first-case velocity at 100 kV/cm over its earlier peak has no physical weight: it disappears when the mean drift energy, relaxing with the same τ, is added to the thermal energy in (8). With the drift energies of the two valleys weighted by their populations, the peak becomes 1.014 × 10⁷ cm/s at 14.7 kV/cm and the velocity at 100 kV/cm becomes 1.007 × 10⁷ cm/s. These shifts are only a few percent: at the peak the drift energy is small, and at 100 kV/cm the fast valley holds few electrons, so the population-weighted ratio is about 0.04.

The neglect of drift energy, the parabolic valleys and the constant τ affect the predicted s, and hence the fields in the example, but Theorem 1 does not use them. It does need constant mobilities. Where the mobilities vary with field, the required sensitivity changes too, and Proposition 1 takes the place of Theorem 1. All the results refer to a prescribed uniform field; whether the field in a device stays uniform when dv/dF is negative is a separate question.

Numerical values quoted here were computed with a short program.
